# Hamann's norm-conserving pseudopotential at an energy without a bound state: verification in Python

```python
"""Hamann's norm-conserving pseudopotential at an energy with no bound state.

Result under test (Hartree atomic units).  u is the regular all-electron radial
solution at energy eps, with integral of u^2 over (0,R) equal to 1.  With
f = exp(-(r/rc)^lam) define
  V1 = (1-f) V + c f,     w1 = r^(l+1) y1 its regular solution at eps,
  w2 = gamma (w1 + delta r^(l+1) f),
where c matches the logarithmic derivative at R, gamma the value and delta the
norm.  Then the potential V2 obtained by inversion has the logarithmic
derivative L(E) = u'/u of V at R, correct at eps to first order in E - eps.
Example: carbon atom, exchange-only local density approximation, l = 0 and 2.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial.chebyshev import chebvander
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 6
EPS = 0.1          # reference energy, hartree
RC = 0.6           # core radius, bohr
R = 2.5 * RC       # matching radius, bohr
LAM = 3.5          # exponent in the cutoff function


def barycentric_weights(n):
    weights = (-1.0) ** np.arange(n + 1)
    weights[[0, -1]] *= 0.5
    return weights


def chebyshev(n):
    """Nodes on [-1,1], differentiation matrix, quadrature weights."""
    t = -np.cos(np.pi * np.arange(n + 1) / n)
    b = barycentric_weights(n)
    gap = t[:, None] - t[None, :] + np.eye(n + 1)
    D = b[None, :] / b[:, None] / gap
    np.fill_diagonal(D, 0.0)
    np.fill_diagonal(D, -D.sum(axis=1))
    moments = np.zeros(n + 1)
    even = np.arange(0, n + 1, 2)
    moments[::2] = 2.0 / (1.0 - even**2)
    return t, D, np.linalg.solve(chebvander(t, n).T, moments)


def interpolate(nodes, values, t):
    """Polynomial interpolation from Chebyshev nodes to the points t."""
    gap = np.asarray(t)[:, None] - nodes[None, :]
    hit = gap == 0.0
    kernel = barycentric_weights(len(nodes) - 1) / np.where(hit, 1.0, gap)
    result = kernel @ values / kernel.sum(axis=1)
    rows, columns = np.nonzero(hit)
    result[rows] = values[columns]
    return result


# ---------- self-consistent carbon atom in a large sphere ----------
RMAX = 30.0
MAP_A = 1.5
MAP_B = 1.0 + 2.0 * MAP_A / RMAX
ta, Da, wa = chebyshev(100)
ra = MAP_A * (1 + ta) / (MAP_B - ta)
jacobian = MAP_A * (1 + MAP_B) / (MAP_B - ta) ** 2
Da = Da / jacobian[:, None]
wa = wa * jacobian
D2a = Da @ Da
inner = slice(1, -1)
ri = ra[inner]


def levels(potential, l):
    """Eigenvalues and vectors on the interior nodes, zero at both ends."""
    H = -0.5 * D2a[inner, inner] + np.diag(potential + l * (l + 1) / (2 * ri**2))
    values, vectors = np.linalg.eig(H)
    order = np.argsort(values.real)
    return values.real[order], vectors.real[:, order]


def over_r(function):
    """function/r with its limit at the origin, for function(0) = 0."""
    ratio = np.empty_like(function)
    ratio[1:] = function[1:] / ra[1:]
    ratio[0] = (Da @ function)[0]
    return ratio


screen = 5.0 / (ra + 0.7)
for iteration in range(200):
    potential_a = -Z / ri + screen[inner]
    e_s, v_s = levels(potential_a, 0)
    e_p, v_p = levels(potential_a, 1)
    density = np.zeros_like(ra)
    for vector in (v_s[:, 0], v_s[:, 1], v_p[:, 0]):
        orbital = np.concatenate(([0.0], vector, [0.0]))
        orbital /= np.sqrt(wa @ orbital**2)
        density += 2.0 * over_r(orbital) ** 2 / (4 * np.pi)
    U = np.zeros_like(ra)
    U[-1] = Z
    source = -4 * np.pi * ri * density[inner] - D2a[inner, -1] * Z
    U[inner] = np.linalg.solve(D2a[inner, inner], source)
    hartree = over_r(U)
    exchange = -(3 * density / np.pi) ** (1 / 3)
    change = hartree + exchange - screen
    residual = np.max(np.abs(change))
    if residual < 1e-7:
        break
    screen = screen + 0.4 * change
assert residual < 1e-7
shell = (wa * 4 * np.pi * ra**2 * density)[inner]
kinetic = 2 * (e_s[0] + e_s[1] + e_p[0]) - shell @ potential_a
total = kinetic + shell @ (-Z / ri + 0.5 * hartree[inner] + 0.75 * exchange[inner])
assert abs(total / kinetic + 1) < 1e-5      # virial theorem
e_d = levels(potential_a, 2)[0]
assert e_d[0] > 0                           # no bound d state


def screening(r):
    return interpolate(ta, screen, (MAP_B * r - MAP_A) / (r + MAP_A))


# ---------- regular solutions on (0,R) at any energy ----------
tx, Dx, wx = chebyshev(64)
x = R * (1 + tx) / 2
Dx = Dx * 2 / R
wx = wx * R / 2
D2x = Dx @ Dx
cut = np.exp(-((x / RC) ** LAM))
rV = -Z + x * screening(x)


def regular(r_times_V, energy, l):
    """y with u = r^(l+1) y and y(0) = 1; returns y, u, u'(R)."""
    A = x[:, None] * D2x + 2 * (l + 1) * Dx - 2 * np.diag(r_times_V - x * energy)
    A[-1] = 0.0
    A[-1, 0] = 1.0
    rhs = np.zeros_like(x)
    rhs[-1] = 1.0
    y = np.linalg.solve(A, rhs)
    slope = (l + 1) * R**l * y[-1] + R ** (l + 1) * (Dx @ y)[-1]
    return y, x ** (l + 1) * y, slope


def logder(r_times_V, energy, l):
    _, u, slope = regular(r_times_V, energy, l)
    return slope / u[-1]


def energy_slope(r_times_V, l, h=5e-3):
    """dL/dE at EPS by a fourth-order central difference."""
    L = [logder(r_times_V, EPS + k * h, l) for k in (-2, -1, 1, 2)]
    return (L[0] - 8 * L[1] + 8 * L[2] - L[3]) / (12 * h)


k_free = float(np.sqrt(2 * EPS))
for l in (0, 2):                            # solver against Coulomb functions
    F = lambda r: mp.coulombf(l, -Z / k_free, k_free * r)
    exact = float(mp.re(mp.diff(F, R) / F(R)))
    found = logder(-Z * np.ones_like(x), EPS, l)
    assert abs(found - exact) < 1e-6 * (1 + abs(exact))

print(f"reference energy eps = {EPS:.3f} hartree = {EPS * HARTREE_EV:.4f} eV")
print(f"rc = {RC:.2f} bohr, R = {R:.2f} bohr, lambda = {LAM}")
print(f"cutoff function at R = {cut[-1]:.2e}")
print(f"carbon total energy = {total:.5f} hartree")
print(f"virial ratio -E/T = {-total / kinetic:.7f}")
print(f"levels 1s, 2s, 2p = {e_s[0]:.5f}, {e_s[1]:.5f}, {e_p[0]:.5f} hartree")
print(f"lowest d level in 30 bohr sphere = {e_d[0]:.5f} hartree")


def construct(l):
    # all-electron solution, unit norm inside R, positive at R
    y, u, du = regular(rV, EPS, l)
    nodes = int(np.sum(y[1:] * y[:-1] < 0))
    scale = np.sign(u[-1]) / np.sqrt(wx @ u**2)
    u, du = u * scale, du * scale
    uR = u[-1]

    # constant c on the nodeless branch, approached from strong repulsion
    rV1 = lambda c: (1 - cut) * rV + c * cut * x

    def mismatch(c):
        _, w, dw = regular(rV1(c), EPS, l)
        return dw * uR - w[-1] * du

    upper = 20.0
    assert mismatch(upper) > 0
    while mismatch(upper - 0.5) > 0:
        upper -= 0.5
        assert upper > -100
    c = brentq(mismatch, upper - 0.5, upper, xtol=1e-12)
    y1, w1, _ = regular(rV1(c), EPS, l)
    assert np.all(y1 > 0)
    h = 1e-3
    dLdc = (logder(rV1(c + h), EPS, l) - logder(rV1(c - h), EPS, l)) / (2 * h)
    dLdc_integral = 2 * (wx @ (cut * w1**2)) / w1[-1] ** 2
    assert abs(dLdc / dLdc_integral - 1) < 1e-4

    # scale and norm correction
    gamma = uR / w1[-1]
    g = x ** (l + 1) * cut
    N11, N12, N22 = wx @ w1**2, wx @ (w1 * g), wx @ g**2
    discriminant = N12**2 - N22 * (N11 - 1 / gamma**2)
    assert discriminant > 0
    delta = (-N12 + np.sqrt(discriminant)) / N22
    w2 = gamma * (w1 + delta * g)
    assert np.all(y1 + delta * cut > 0)

    def potentials(r):
        """V1 and the closed form of V2 at radii 0 <= r <= R."""
        q = r / RC
        f = np.exp(-(q**LAM))
        V = -Z / np.maximum(r, 1e-200) + screening(r)
        V1 = -np.expm1(-(q**LAM)) * V + c * f
        bracket = LAM**2 * q ** (2 * LAM - 2) - LAM * (LAM + 2 * l + 1) * q ** (LAM - 2)
        bracket = bracket / (2 * RC**2) + EPS - V1
        y1_r = interpolate(tx, y1, 2 * r / R - 1)
        return V1, V1 + delta * f * bracket / (y1_r + delta * f)

    # solve the radial equation afresh in V2 and compare with w2 and u
    V2 = potentials(x)[1]
    rV2 = x * V2
    _, p, dp = regular(rV2, EPS, l)
    p, dp = p * uR / p[-1], dp * uR / p[-1]
    norm2 = wx @ p**2
    assert np.max(np.abs(p - w2)) < 1e-5
    assert abs(dp - du) < 1e-5 * (1 + abs(du))
    assert abs(norm2 - 1) < 1e-5

    def radial(r, state):
        V = potentials(np.array([r]))[1][0]
        return [state[1], 2 * (V + l * (l + 1) / (2 * r * r) - EPS) * state[0]]

    r0 = 1e-3
    run = solve_ivp(radial, (r0, R), [r0 ** (l + 1), (l + 1) * r0**l],
                    method="DOP853", rtol=1e-9, atol=1e-14)
    L_rk = run.y[1, -1] / run.y[0, -1]
    L_ae = du / uR
    assert abs(L_rk - L_ae) < 1e-4 * (1 + abs(L_ae))

    # norm inside R from the energy slope of the logarithmic derivative
    slopes = [energy_slope(pot, l) for pot in (rV, rV1(c), rV2)]
    norms = [-0.5 * uR**2 * s for s in slopes]
    norm1 = gamma**2 * N11
    for from_slope, integral in zip(norms, (1.0, norm1, 1.0)):
        assert abs(from_slope - integral) < 5e-5 * (1 + integral)

    # levels of V, V1 and V2 in the large sphere
    inside = ri < R
    pot1, pot2 = potential_a.copy(), potential_a.copy()
    pot1[inside], pot2[inside] = potentials(ri[inside])
    E_ae, E_1, E_2 = (levels(pot, l)[0] for pot in (potential_a, pot1, pot2))
    below_ae, below_2 = int(np.sum(E_ae < EPS)), int(np.sum(E_2 < EPS))
    assert below_ae - below_2 == nodes

    print(f"--- channel l = {l} ---")
    print(f"nodes of u inside R = {nodes}")
    print(f"u(R) = {uR:.6f} bohr^-1/2, L(eps) = {L_ae:.6f} bohr^-1")
    print(f"c = {c:.6f} hartree, dL1/dc = {dLdc:.6f} (bohr hartree)^-1")
    print(f"gamma = {gamma:.6f}, delta = {delta:.6f} (w1 ~ r^(l+1))")
    print(f"N11, N12, N22 = {N11:.6f}, {N12:.6f}, {N22:.6f} (a.u.)")
    print(f"norm inside R: V1 {norm1:.6f}, V2 {norm2:.6f}")
    print("dL/dE of V, V1, V2 = " + ", ".join(f"{s:.5f}" for s in slopes)
          + " (bohr hartree)^-1")
    print(f"Runge-Kutta L in V2 = {L_rk:.6f} bohr^-1")
    print(f"V2(0) = {V2[0]:.5f} hartree")
    print(f"V2(R) - V(R) = {V2[-1] - rV[-1] / R:.1e} hartree")
    print("E-eps (hartree), L of V, errors of V1 and V2 (bohr^-1):")
    for shift in (-0.4, -0.2, -0.1, 0.1, 0.2):
        L0, L1, L2 = (logder(pot, EPS + shift, l) for pot in (rV, rV1(c), rV2))
        print(f"  {shift:+.1f}  {L0:.6f}  {L1 - L0:+.6f}  {L2 - L0:+.6f}")
    print(f"levels below eps: V {below_ae}, V2 {below_2}")
    print(f"level of V = {E_ae[nodes]:.6f} hartree")
    print(f"lowest of V1, V2 = {E_1[0]:.6f}, {E_2[0]:.6f} hartree")
    print(f"V2 level error = {(E_2[0] - E_ae[nodes]) * HARTREE_EV:.5f} eV")


for channel in (0, 2):
    construct(channel)
print("every check passed")
```

Output:

```
reference energy eps = 0.100 hartree = 2.7211 eV
rc = 0.60 bohr, R = 1.50 bohr, lambda = 3.5
cutoff function at R = 1.86e-11
carbon total energy = -37.05361 hartree
virial ratio -E/T = 1.0000000
levels 1s, 2s, 2p = -9.88411, -0.45738, -0.15795 hartree
lowest d level in 30 bohr sphere = 0.01797 hartree
--- channel l = 0 ---
nodes of u inside R = 1
u(R) = 0.774887 bohr^-1/2, L(eps) = -1.671096 bohr^-1
c = 6.253511 hartree, dL1/dc = 0.283012 (bohr hartree)^-1
gamma = 0.776673, delta = 0.006791 (w1 ~ r^(l+1))
N11, N12, N22 = 1.656443, 0.097284, 0.037672 (a.u.)
norm inside R: V1 0.999202, V2 1.000000
dL/dE of V, V1, V2 = -3.33083, -3.32817, -3.33083 (bohr hartree)^-1
Runge-Kutta L in V2 = -1.671096 bohr^-1
V2(0) = 6.21200 hartree
V2(R) - V(R) = 4.3e-10 hartree
E-eps (hartree), L of V, errors of V1 and V2 (bohr^-1):
  -0.4  -0.634335  -0.001709  -0.001185
  -0.2  -1.089178  -0.000775  -0.000409
  -0.1  -1.360664  -0.000341  -0.000122
  +0.1  -2.030865  +0.000147  -0.000181
  +0.2  -2.454461  -0.000081  -0.000901
levels below eps: V 6, V2 5
level of V = -0.457383 hartree
lowest of V1, V2 = -0.458097, -0.457926 hartree
V2 level error = -0.01478 eV
--- channel l = 2 ---
nodes of u inside R = 0
u(R) = 1.851024 bohr^-1/2, L(eps) = 1.342217 bohr^-1
c = -4.385980 hartree, dL1/dc = 0.005389 (bohr hartree)^-1
gamma = 1.513763, delta = 0.041232 (w1 ~ r^(l+1))
N11, N12, N22 = 0.435932, 0.005628, 0.002000 (a.u.)
norm inside R: V1 0.998929, V2 1.000000
dL/dE of V, V1, V2 = -0.58372, -0.58310, -0.58372 (bohr hartree)^-1
Runge-Kutta L in V2 = 1.342217 bohr^-1
V2(0) = -4.20834 hartree
V2(R) - V(R) = 3.1e-09 hartree
E-eps (hartree), L of V, errors of V1 and V2 (bohr^-1):
  -0.4  1.565335  -0.000191  +0.000005
  -0.2  1.456278  -0.000109  +0.000001
  -0.1  1.399906  -0.000058  +0.000000
  +0.1  1.283136  +0.000067  +0.000000
  +0.2  1.222584  +0.000144  +0.000002
levels below eps: V 3, V2 3
level of V = 0.017967 hartree
lowest of V1, V2 = 0.017967, 0.017967 hartree
V2 level error = 0.00000 eV
every check passed
```
